# Why lower capacitance reduces afterpulsing in passively quenched avalanche diodes

## What dimensions already decide

An avalanche diode is biased a voltage $V_E$ above breakdown, through a large ballast resistor $R_L$. Once an avalanche starts, suppose that the diode acts as a small resistance $R_d$ in series with its breakdown voltage, and that the avalanche dies when its current has fallen to a fixed value $I_q$. The capacitance at the diode's node is $C$. What charge $Q$ passes through the avalanche?

Express every quantity in volts, amperes and seconds. Then $V_E$ is in V, $R_L$ and $R_d$ are in V/A, $I_q$ is in A, and $C$ is in A s/V. The charge is in A s. Seconds enter the list of inputs through $C$ alone, so $Q$ must contain $C$ to the first power:

$$Q=C\,V_E\,\Phi\!\left(\frac{R_L}{R_d},\frac{I_qR_d}{V_E}\right).$$

At fixed excess voltage and fixed resistances, the charge is therefore proportional to the capacitance. The argument fails if a second quantity containing time matters, such as the avalanche's own growth rate; that case is treated below.

This charge matters because some of the carriers in an avalanche are caught by defects in the depletion layer. If one is released after the diode has recovered, it can start a new avalanche with no photon present: an afterpulse. The explanation needs three links: capacitance to charge, charge to trapped carriers, and trapped carriers to afterpulses. The third contains a competing effect, because a smaller capacitance also makes the diode sensitive again sooner.

## The charge released during quenching

Let $v$ be the diode voltage measured from breakdown. The avalanche current is $I=v/R_d$, and the ballast supplies $(V_E-v)/R_L$. Here $C$ is the junction capacitance plus all stray capacitance at the same node, taken as independent of voltage. Current balance gives

$$C\frac{dv}{dt}=\frac{V_E-v}{R_L}-\frac{v}{R_d},\qquad v(0)=V_E .$$

Setting the left side to zero gives the voltage towards which the diode falls, and the coefficient of $v$ gives the time constant:

$$v_f=\frac{V_ER_d}{R_L+R_d},\qquad \tau_q=C\,\frac{R_LR_d}{R_L+R_d},\qquad v=v_f+(V_E-v_f)e^{-t/\tau_q}.$$

The avalanche stops at $v_q=I_qR_d$. This voltage is reached only if $v_f<v_q$, that is, $V_E/(R_L+R_d)<I_q$. Otherwise the ballast sustains the avalanche, whatever the capacitance. When the condition holds, the quench time is

$$t_q=\tau_q\ln\frac{V_E-v_f}{v_q-v_f}.$$

The charge is the integral of $v/R_d$. The exponential part of $v$ contributes $\tau_q(V_E-v_f)(1-e^{-t_q/\tau_q})=\tau_q(V_E-v_q)$, and the constant part contributes $v_ft_q$. Since $\tau_q/R_d=CR_L/(R_L+R_d)$,

$$Q=C\,\frac{R_L}{R_L+R_d}\left[V_E-v_q+v_f\ln\frac{V_E-v_f}{v_q-v_f}\right].$$

This is the function that dimensions left open. For $R_L\gg R_d$ and $v_q\ll V_E$, with $v_f$ not too close to $v_q$, it reduces to $Q\approx CV_E$: the avalanche mainly empties the capacitor from $V_E$ to near breakdown.

The numerical example is a silicon diode with $V_E=5$ V, $R_L=200$ kΩ, $R_d=1$ kΩ and $I_q=0.10$ mA. Then $v_q=0.10$ V and $v_f=0.0249$ V. The bracket is

$$4.90+0.0249\ln\frac{4.975}{0.0751}=5.004\ \text{V},$$

and multiplication by $200/201$ gives $Q/C=4.98$ V.

The junction capacitance is 0.203 pF. Two versions of the same diode are compared, with everything else held fixed. An external ballast adds 2.0 pF of stray capacitance, for a total of 2.203 pF; an integrated ballast adds 0.1 pF, for a total of 0.303 pF. The charges are 10.97 pC and 1.51 pC, or $6.85\times10^7$ and $9.43\times10^6$ elementary charges.

## From charge to trapped carriers

Let the depletion layer have area $A$ and width $W$, and contain $n_T$ traps per unit volume, all empty before the pulse. Let the current be uniform over the area and be carried by the type of carrier that the traps capture. With drift velocity $v_s$, the carrier density is $n=I/(eAv_s)$; in atomic units $e=1$. An empty trap with capture cross-section $\sigma$ catches carriers at the rate $\sigma v_cn$, where $v_c$ is their random speed. The filled fraction $f$ obeys

$$\frac{df}{dt}=(1-f)\frac{\sigma v_c}{eAv_s}I(t).$$

Release during the avalanche has been neglected, which requires $t_q$ to be short compared with the release time. Dividing by $1-f$ and integrating turns the current into its time integral:

$$-\ln(1-f)=\frac{\sigma v_c}{v_s}\frac{Q}{eA}.$$

The shape and duration of the pulse have dropped out. Within this model, capacitance can affect trap filling only through $Q$. The mean number of trapped carriers is

$$N_t=n_TAW\left[1-\exp\left(-\frac{\sigma v_c}{v_s}\frac{Q}{eA}\right)\right]\approx n_TW\sigma\frac{v_c}{v_s}\frac{Q}{e}.$$

The last form holds when few traps are filled. Each passing carrier then has the same small chance of being caught, and $N_t\propto Q\propto C$.

The diode has a diameter of 50 µm and $W=1$ µm, so $A=1.96\times10^{-5}$ cm². Take $n_T=2\times10^{10}$ cm⁻³, which gives 39.3 traps on average, with $\sigma=10^{-15}$ cm² and $v_c/v_s=2$. For the external ballast the exponent is

$$\frac{10^{-15}\times2\times6.85\times10^7}{1.96\times10^{-5}}=7.0\times10^{-3}.$$

About 0.7 % of the traps are filled, and $N_t=0.273$. For the integrated ballast $N_t=0.0377$. The ratio is 7.24, against a capacitance ratio of 7.26; the small difference is the onset of trap saturation. The neglected release during the avalanche matters more than this: with the release time of 195 ns found below, it removes about 3.6 % of the trapped carriers in the external version and 0.5 % in the integrated one, which would bring the ratio to about 7.0.

## From trapped carriers to afterpulses

After quenching, the ballast recharges the node with time constant $\tau_r=R_LC$:

$$v(t)=V_E-(V_E-v_q)e^{-t/\tau_r}.$$

A trapped carrier is released after a random time with mean $\tau$, and then starts an avalanche with probability $p(v)$. Its chance of causing an afterpulse is

$$g=\int_0^\infty\frac{dt}{\tau}\,e^{-t/\tau}\,p(v(t)).$$

Let the number of traps in a diode follow Poisson statistics, and let the traps act independently. The number of releases that would trigger is then also Poisson distributed, with mean $m=N_tg$. The probability of at least one afterpulse is one minus the probability of none:

$$P=1-e^{-N_tg}.$$

Up to the first afterpulse the recharge is uninterrupted, so using the undisturbed $v(t)$ is consistent. Below, "mean afterpulse number" refers to $m$. It leaves out the traps filled by afterpulses themselves and the recharge they interrupt, so it approximates the true mean only when $m$ is small.

Lowering $C$ reduces $N_t$ but shortens $\tau_r$, and so raises $g$. Which effect wins? A linear law $p=\beta v/V_E$ shows the competition explicitly. With $u=v_q/V_E$,

$$g=\beta\left[1-(1-u)\int_0^\infty\frac{dt}{\tau}e^{-t/\tau-t/\tau_r}\right]
=\beta\left[1-(1-u)\frac{\tau_r}{\tau+\tau_r}\right]
=\beta\,\frac{\tau+u\tau_r}{\tau+\tau_r}.$$

If recharge is fast, $\tau_r\ll\tau$, then $g\to\beta$ and the mean afterpulse number is proportional to $C$. If recharge is slow but $u\tau_r\ll\tau\ll\tau_r$, then $g\approx\beta\tau/\tau_r\propto1/C$. The two effects nearly cancel, and a modest reduction of $C$ gains little.

The sign of the net effect does not depend on the linear law. Let $p$ rise with $v$ and be concave, meaning that its slope $p'$ never increases. Define $s=t/\tau_r$ and $x=\tau_r/\tau=R_LC/\tau$. Integration by parts gives

$$g=\int_0^\infty xe^{-xs}p(v(s))\,ds=p(v_q)+\int_0^\infty h(s)e^{-(1+x)s}ds,$$

where $h(s)=(V_E-v_q)\,p'(v(s))$, because $dv/ds=(V_E-v_q)e^{-s}$. For unsaturated traps $m\propto Cg\propto xg$, so the required derivative is

$$\frac{d(xg)}{dx}=p(v_q)+\int_0^\infty h(s)(1-xs)e^{-(1+x)s}ds .$$

The function $h$ is non-negative and does not increase with $s$. Before $s=1/x$ the factor $1-xs$ is positive and $h(s)\ge h(1/x)$. After that point the factor is negative and $h(s)\le h(1/x)$. Replacing $h(s)$ by $h(1/x)$ therefore cannot increase the integral:

$$\frac{d(xg)}{dx}\ge p(v_q)+h(1/x)\left[\frac1{1+x}-\frac{x}{(1+x)^2}\right]
=p(v_q)+\frac{h(1/x)}{(1+x)^2}>0 .$$

The final sign uses $p(v_q)>0$. Thus, at fixed $R_L$, $V_E$ and $\tau$, reducing $C$ reduces the mean afterpulse number even though the diode recovers sooner.

The argument relies on both a concave $p$ and unsaturated traps; without either, the sign can reverse. Suppose that $p$ is zero below a threshold voltage $V_{th}$ and constant above it, which is not concave. Then only releases later than $s_0=\ln[(V_E-v_q)/(V_E-V_{th})]$ count, and $xg\propto xe^{-xs_0}$. This falls with increasing $C$ once $x>1/s_0$. Alternatively, suppose that nearly all traps are filled. Then $N_t$ hardly changes with $C$, while $g$ falls as recharge slows. In either regime, lowering $C$ can increase afterpulsing. Complete filling is not needed: where $xg$ is already flat, the reversal can begin with about half the traps filled. A hold-off removes the reversal if the excess voltage is then restored quickly, or at any rate that does not depend on $C$, because $g$ then no longer varies with $C$. If the same slow recharge through the ballast follows, the reversal remains; if that recharge starts from below breakdown, $p$ is zero at first and the reversal can appear even for a law that is concave above breakdown.

## Reading the two devices

For the example let $p=1-e^{-v/V_c}$ with $V_c=4$ V, a concave law with $p(V_E)=0.71$. The release time follows from detailed balance. When the Fermi level lies at the trap level, the trap is half filled (level degeneracy ignored) and capture balances release. The free-carrier density is then $N_ce^{-E_t/k_BT}$, so

$$\frac1\tau=\sigma v_{th}N_ce^{-E_t/k_BT},\qquad N_c=2\left(\frac{2\pi m^*k_BT}{h^2}\right)^{3/2}.$$

Here $v_{th}$ is the thermal speed, taken as proportional to $\sqrt T$ and set to $2\times10^7$ cm/s at 300 K, and $m^*=1.08$ electron masses. An effective trap energy $E_t=0.30$ eV gives $\tau=195$ ns.

With the external ballast, $\tau_r=441$ ns and $g=0.306$. Hence $m=0.273\times0.306=0.0835$ and $P=8.0$ %. With the integrated ballast, $\tau_r=61$ ns and $g=0.590$, so $m=0.0377\times0.590=0.0222$ and $P=2.2$ %. Sampling random trap releases in 200 000 pulses gave 8.08 % and 2.22 %, each within 1.2 standard deviations of the calculated value.

The trapped number falls by a factor of 7.2, but the afterpulse probability falls by 3.6. Most of the difference is the faster recharge, which nearly doubles $g$. The rest comes from $P$ being slightly less than $m$ when $m$ is not very small.

A hold-off separates these effects. Keep the diode below breakdown for a time $t_h$ after quenching, then restore it to $V_E$ in a time much shorter than $\tau$. The chance that a carrier is still trapped at $t_h$ is $e^{-t_h/\tau}$, so

$$m_h=N_te^{-t_h/\tau}p(V_E).$$

The capacitance now enters through $N_t$ alone, and the ratio of means is again 7.24. For $t_h=200$ ns the probabilities are 6.7 % and 0.96 %. The hold-off helps the external version less, for two reasons. First, the slow recharge had already made early releases less likely to trigger. Removing those before 200 ns therefore lowers the chance per trapped carrier by a factor of only 1.7, from 0.306 to 0.179, against 2.3 in the integrated version. Second, the fast restoration raises the external value again to 0.255: later releases now meet the full excess voltage instead of a partly recharged diode. In the integrated version the voltage has almost recovered by 200 ns anyway, so the second effect is negligible.

Slower traps also bring out the charge effect. At 250 K the formula gives $\tau=2850$ ns, much longer than either recharge time. With trap filling and the triggering law held at their 300 K values, the probabilities without hold-off are 16.2 % and 2.6 %, a ratio of 6.2. The remaining figures are in the numerical output.

## When the avalanche has its own clock

The relation $I=v/R_d$ assumes that the current follows the voltage immediately. A simple growth law supplies the missing time scale:

$$\frac{dI}{dt}=kI(v-R_dI),\qquad C\frac{dv}{dt}=-I .$$

The ballast current is omitted, and the avalanche now ends when its current vanishes. With the ballast included, these smooth equations would instead settle at the steady current $V_E/(R_L+R_d)$, and a cut-off such as $I_q$ would again be needed to end the avalanche. Let $\delta=1/(kR_dC)$ and $w=v-R_dI+\delta$. Then

$$\frac{dw}{dt}=-\frac IC-kR_dI(v-R_dI)=-kR_dI\,w .$$

Hence $w$ decays by the factor $e^{-kR_dQ}$ over the pulse. Initially $I\approx0$ and $w=V_E+\delta$. Finally $I=0$ and $v=V_E-Q/C$. Equating the two ends and multiplying by $C$ gives

$$Q=\left(CV_E+\frac1{kR_d}\right)\left(1-e^{-kR_dQ}\right).$$

For $kR_dCV_E\gg1$ the exponential is negligible, and the charge has an added part $1/(kR_d)$ that does not depend on $C$. For $kR_dCV_E\ll1$, write $y=kR_dQ$ and $a=kR_dCV_E$. Then $1+a=y/(1-e^{-y})\approx1+y/2$, so $y\approx2a$ and $Q\approx2CV_E$: the voltage overshoots breakdown by as much as it began above it.

Between the limits, $y/(1-e^{-y})$ rises with $y$, since the numerator of its derivative is $e^{-y}(e^y-1-y)>0$. The charge therefore still falls whenever $C$ is reduced, although not in strict proportion.

For the illustrative value $k=20$ V⁻¹ ns⁻¹, the added charge is $1/(20\times1)=0.05$ pC. That is 0.5 % of the charge for the external ballast and 3.3 % for the integrated one. Adding it to both charges lowers their ratio from 7.26 to about 7.1. With the ballast and the cut-off $I_q$ kept in the equations, the added charge is somewhat smaller, 0.039 pC and 0.044 pC, and the ratio is still about 7.1.

## Which capacitance to reduce

A fully depleted junction has $C_j=\varepsilon A/W$. With stray capacitance $C_s$ and unsaturated traps,

$$N_t\propto n_TW(C_j+C_s)=n_T(\varepsilon A+WC_s).$$

Removing stray capacitance or reducing the area lowers $N_t$. Widening the depletion layer does not: the smaller junction charge passes through proportionally more traps. At fixed $V_E$, $R_d$ and trap density, doubling $W$ leaves $N_t$ unchanged when $C_s=0$, and raises it by a factor of 1.33 in the integrated example. Halving the area with $C_s=0$ halves it. For the trapped charge, the benefit thus belongs to a lower capacitance at an unchanged number of traps along each carrier's path. This concerns $N_t$ only. In silicon a wider layer also has a higher breakdown voltage and, at the same $V_E$, a lower triggering probability, so the afterpulse probability need not follow $N_t$ when $W$ is changed.

## Beside a real silicon diode

The dimensions, voltages, resistances and capacitances are rough typical values for a thin silicon single-photon diode, with breakdown taken as 30 V. The trap density, trap energy and cross-section are illustrative; they were chosen to give afterpulsing of a few per cent, and real values vary widely between processes. The ratio $v_c/v_s=2$ is illustrative too: it takes a random speed close to the thermal one, whereas carriers in an avalanche are heated by the field and move faster. At the same cross-section, a larger ratio raises $N_t$ in proportion in both versions as long as few traps are filled. The triggering law is also illustrative, and it ignores where a carrier is released. A carrier released close to the edge towards which it drifts has little path left for ionization, so it triggers less often than one that crosses the whole layer. A real circuit also counts only pulses above a discriminator level, and avalanches that start early in the recharge are small, so the law for counted afterpulses has a threshold and is not concave. If releases at $v<2$ V go uncounted in the example, a small reduction of $C$ from 2.2 pF raises the counted number, and the ratio of the means of the two versions falls from 3.8 to 2.2. Real diodes can contain several kinds of trap, which breaks the assumption of a single release time. In this model, changing $\tau$ from 195 to 2850 ns moves the improvement in $P$ from 3.6 to 6.2. The energy of 0.30 eV must be read as the barrier in the operating field. If it were the zero-field depth of a trap that is charged when empty, the field would lower it. At a distance $r$ from the trap along the direction in which a field $F$ pulls the carrier, its energy is $-e^2/(4\pi\varepsilon r)-eFr$, whose maximum is $-\sqrt{e^3F/(\pi\varepsilon)}$. For the mean field of 0.35 MV/cm this lowers the barrier by about 0.13 eV in that direction, which corresponds to a factor of about 160 in the escape rate at 300 K. Carriers can leave in other directions too, where the barrier is lowered less or not at all. If the lowering at an angle $\theta$ is set by the field component $F\cos\theta$, and is absent in the backward half, the average speed-up is about 26. Release would then take about 7.5 ns. That is shorter than the quench time of 9.2 ns for the external ballast, so neglecting release during the avalanche would fail there. Assigning all the current to one carrier type overstates $N_t$. If pairs were created evenly across the depletion layer, each type would carry half the current on average, and $N_t$ would be half as large in both versions. In silicon electrons ionize more readily than holes, so creation is uneven: in a uniform field across 1 µm at breakdown, electrons carry about 0.4 of the current on average and holes about 0.6.

## Computed results

```
Excess / breakdown voltage: 5.0 / 30.0 V
Ballast / diode resistance: 200 / 1.0 kOhm
Quenching current: 0.10 mA
Steady current through ballast: 0.0249 mA
Diameter / depletion width: 50 / 1.0 um
Trap density: 2.0e+10 cm^-3; cross-section: 1e-15 cm^2
Capture / drift velocity: 2e+07 / 1e+07 cm/s
Traps in depletion layer: 39.3
Effective trap energy: 0.30 eV
Trap release time at 300 K: 194.6 ns
Triggering voltage scale: 4.0 V; p(V_E): 0.7135
Junction capacitance: 0.2034 pF
[external] stray / total capacitance: 2.0 / 2.2034 pF
[external] charge: 10.972 pC; carriers: 6.848e+07
[external] Q/(C V_E): 0.9959; quench time: 9.19 ns
[external] filled fraction: 6.951e-03
[external] mean trapped carriers: 0.2730
[external] recharge time constant: 440.7 ns
[external] trigger fraction g: 0.3059
[external] afterpulse probability: 8.010 %
[external] same, random sampling: 8.079 %
[external] with 200 ns hold-off: 6.730 %
[external] at 250 K, no hold-off: 16.157 %
[external] inertial extra charge / Q: 0.46 %
[external] quench time / release time: 4.73 %
[external] mean heating, upper estimate: 0.1178 K
[integrated] stray / total capacitance: 0.1 / 0.3034 pF
[integrated] charge: 1.511 pC; carriers: 9.430e+06
[integrated] Q/(C V_E): 0.9959; quench time: 1.27 ns
[integrated] filled fraction: 9.600e-04
[integrated] mean trapped carriers: 0.0377
[integrated] recharge time constant: 60.7 ns
[integrated] trigger fraction g: 0.5904
[integrated] afterpulse probability: 2.201 %
[integrated] same, random sampling: 2.217 %
[integrated] with 200 ns hold-off: 0.958 %
[integrated] at 250 K, no hold-off: 2.616 %
[integrated] inertial extra charge / Q: 3.31 %
[integrated] quench time / release time: 0.65 %
[integrated] mean heating, upper estimate: 0.0162 K
Ratio external/integrated, capacitance: 7.262
Ratio, trapped carriers: 7.240
Ratio, trigger fraction: 0.518
Ratio, afterpulse probability: 3.639
Ratio, mean afterpulses with hold-off: 7.240
No stray, doubled width: trapped number x 1.0002
No stray, halved area: trapped number x 0.5000
Integrated, doubled width: trapped number x 1.3298
Avalanche growth rate: 20 /(V ns)
Inertial extra charge: 0.050 pC
Mean field: 0.350 MV/cm
Poole-Frenkel barrier lowering, charged trap: 0.131 eV
Release speed-up by that lowering: 160
Junction C change over V_E, abrupt: 7.4 %
Trap release time at 250 K: 2853 ns
```
